Why Slab Surface Energies Drift with Thickness, and What Fitting Removes

**The situation**

The hafnia film in a ferroelectric memory capacitor is roughly 10 nm thick or less, so surface energy can help decide which of several crystal phases, close in bulk energy, is the most stable. To calculate a surface energy, one computes the total energy of a slab, subtracts the energy of the same amount of bulk crystal, and divides by the area of the two faces. A thicker slab should improve the answer, since its faces disturb each other less. Yet if the bulk energy comes from a separate calculation with slightly different settings, the answer can keep moving in proportion to thickness.

The contributions are isolated below in turn: the bulk mismatch, the interaction between faces, the errors that survive a fit, and the field energy of a polar slab.

**1. The bulk mismatch**

Consider neutral, stoichiometric, nonpolar slabs of N identical layers with two equivalent faces of area A. All slabs share the same numerical settings and in-plane lattice constant. Suppose that

E_N = N e_s + 2Aγ + r_N, with r_N → 0 as N grows.

Here e_s is the bulk energy per layer as the slab settings describe it, γ is the surface energy, and r_N is the remaining interaction between the faces. Section 2 derives this form for a model insulator.

With a separate reference e_ref, the apparent surface energy is

γ_sep(N) = (E_N − N e_ref)/(2A).

Inserting E_N and collecting the terms proportional to N gives

γ_sep(N) = γ + N(e_s − e_ref)/(2A) + r_N/(2A).

The middle term is the divergence. The mismatch is subtracted once per layer, while the number of faces stays at two. A reference that is too low makes γ_sep rise; one that is too high makes it fall, eventually below zero.

**2. Why the slab energy becomes a straight line**

Take a cubic lattice of spacing a on which cations and anions alternate. Their site energies are +Δ and −Δ, nearest neighbours are coupled by −t, and each neighbour bond carries a repulsion V. The surface cell holds one cation and one anion per layer, so A = 2a². Each anion contributes one electron pair.

For in-plane wavevector components k_x and k_y, in units of 1/a, the four in-plane neighbours of a site contribute −2tc, where c = cos k_x + cos k_y. The neighbours above and below contribute −t each. The coupling between cation and anion amplitudes is therefore the N × N matrix

M = −2tc I − tT,

where T has ones next to its diagonal and zeros elsewhere. Its eigenvectors are sin(kl), with l the layer number, because

sin[k(l+1)] + sin[k(l−1)] = 2 cos k sin(kl).

The amplitude must vanish at the missing layers l = 0 and l = N+1, so k_j = πj/(N+1), with j = 1…N. For each k_j there remains a 2 × 2 problem with diagonal elements ±Δ and off-diagonal element −ε, where ε = 2tc + 2t cos k_j. Its levels are ±g, with

g(k) = √[Δ² + (2tc + 2t cos k)²].

The lower level holds two electrons, so the band energy is −2⟨Σ_j g(k_j)⟩, where ⟨…⟩ averages over the in-plane mesh.

To evaluate the sum, use the fact that g is even and has period 2π. The full grid of 2(N+1) equally spaced points contains every +k_j and −k_j, together with 0 and π:

Σ_grid g = 2Σ_j g(k_j) + g(0) + g(π).

Write g(k) = Σ_m g_m e^(imk), and call its mean ḡ = g_0. On the grid, the waves that survive have m equal to a multiple of 2(N+1). Since g_m = g_(−m),

Σ_grid g = 2(N+1)[ḡ + 2g_(2N+2) + 2g_(4N+4) + …].

Equating the two expressions and solving for the slab sum,

Σ_j g(k_j) = (N+1)ḡ − [g(0)+g(π)]/2 + 2(N+1)[g_(2N+2) + …].

Multiplication by −2 gives the band energy at each in-plane point:

−2Nḡ + [g(0) + g(π) − 2ḡ] − 4(N+1)[g_(2N+2) + …].

Each layer has four in-plane bonds per surface cell, and each of the N−1 gaps between layers has two. The repulsion is 4NV + 2(N−1)V = 6NV − 2V. Collecting terms,

e_s = −2⟨ḡ⟩ + 6V,
2Aγ = ⟨g(0) + g(π) − 2ḡ⟩ − 2V.

The first part of 2Aγ is the bonding energy lost at the faces; the second is the repulsion removed with the broken bonds.

**The remaining interaction between faces.** The coefficients g_m decay exponentially if g is smooth in a strip around the real k axis. The strip ends where g² = 0, at cos k = −c ± iΔ/(2t). Setting k = x + iy, the imaginary part requires

|sinh y sin x| = Δ/(2t).

Since |sin x| ≤ 1, it follows that sinh|y| ≥ Δ/(2t). Equality needs cos x = 0, and the real part then requires c = 0. The slowest decay is therefore

g_m ∼ e^(−κm), with sinh κ = Δ/(2t).

With m = 2(N+1), r_N falls essentially as e^(−2κ(N+1)). At c = 0 the sign of r_N alternates with N, and there is also a power-law factor. Near its endpoint g behaves as √s, and ∫√s e^(−ms) ds ∝ m^(−3/2); the prefactor N+1 turns this into (N+1)^(−1/2). Averaging over a dense in-plane mesh makes the decay somewhat faster.

Without a gap this protection is lost. At Δ = 0 and c = 0, g = 2t|cos k| has kinks, its coefficients fall as 1/m², and the size of r_N falls as 1/(N+1), with a different sign and prefactor for even and odd N. Diagonalization at N = 20 and N = 40 gave values of (N+1)r_N that agree within 1%. This concerns one in-plane point; averaging over a metal's in-plane states may change the power.

**3. Three mismatches in numbers**

Take 2Δ = 6 eV, t = 1.5 eV and a = 0.25 nm, so A = 0.125 nm². For the strain test, let hopping vary with bond length d as d⁻² and repulsion as d⁻¹⁰. The repulsion strength follows from requiring a stress-free bulk. Since dg/d(ln d) = −2ε²/g, where ε = 2tc + 2t cos k,

0 = de_s/d(ln d) = 4⟨ε²/g⟩ − 60V, so V = ⟨ε²/g⟩/15 = 0.1532 eV.

In this condition ⟨…⟩ also includes the average over k; it was evaluated on a 24×24×24 mesh.

All slabs in the comparison use a 6×6 in-plane mesh. Here an n-point mesh means n equally spaced values from 0 to 2π/a along each cubic axis, so 6×6 amounts to only 18 distinct points for the two-atom surface cell. The mismatches below depend on this choice: a 6×6 mesh of the surface cell itself would differ from the dense bulk by only about 0.02 meV per layer. Their slope contains ḡ, the continuous average over k_z, although a slab has no k_z mesh. A matched bulk must therefore keep the 6×6 in-plane mesh but be converged along k_z. A 6×6×64 bulk gives −8.070127 eV per layer, equal to the fitted slab slope to the digits shown. With this reference the apparent γ is 0.3005 J/m² at 2 nm and also at 10 nm.

*Coarse k_z mesh.* A 6×6×6 bulk gives e_s − e_ref = 0.707 meV, less than one part in ten thousand of the energy per layer. With 1 eV/nm² = 0.1602 J/m², the drift per layer is

0.000707 eV/(0.250 nm²) × 0.1602 = 0.00045 J/m².

Forty layers, or 10 nm, add 0.018 J/m² and give 0.319 J/m².

*A better but unmatched reference.* A 24×24×24 bulk is better sampled in the plane than the slabs. It gives e_s − e_ref = −0.825 meV and a drift of −0.00053 J/m² per layer, so the apparent γ at 10 nm is 0.279 J/m². Slabs refitted with a 24×24 mesh give γ = 0.3004 J/m², a change of about 0.05% from the 6×6 result. The coarse in-plane mesh is thus nearly harmless to γ, yet harmful when only one side of the subtraction is improved.

*Different lattice constants.* Stretch the slabs by 1% in both in-plane directions, holding the layer spacing fixed, but keep the unstretched 6×6×64 bulk as reference. The mismatch is 2.05 meV per layer and the drift 0.0013 J/m² per layer. At 10 nm the apparent γ is 0.351 J/m², against a fitted 0.300 J/m² for the strained slabs. Here the linear term is mainly elastic energy. It is physically real, but it belongs to the volume of the film.

The drift reaches a tenth of γ at about 17, 14 and 6 nm in the three cases. More generally, keeping the drift error below δγ requires

|e_s − e_ref| < 2A δγ/N.

For δγ = 0.01 J/m² and N = 40 in this cell, the limit is about 0.4 meV per layer.

**4. What the fit removes, and what it leaves**

Fit a straight line to n slab energies. Let N̄ be the mean layer number, Ē the mean energy and S = Σ(N−N̄)². Least squares gives

slope = Σ(N−N̄)E_N/S,
intercept = Ē − N̄ × slope = Σw_N E_N,
w_N = 1/n − N̄(N−N̄)/S.

Because Σ(N−N̄) = 0, the weights obey Σw_N = 1. Because Σ(N−N̄)N = S, they also obey

Σw_N N = N̄ − N̄S/S = 0.

Inserting E_N therefore gives

intercept = 2Aγ + Σw_N r_N.

Every term proportional to N has cancelled, whatever its coefficient. The fit needs no accurate bulk energy; it needs the same bulk error per layer in every slab.

The arithmetic can be followed with two of the five energies used in the fit, E_6 = −47.951858 eV and E_14 = −112.512873 eV:

slope = (−112.512873 + 47.951858)/8 = −8.070127 eV,
intercept = −47.951858 + 6 × 8.070127 = 0.46890 eV.

Dividing by 2A = 0.250 nm² and converting gives γ = 0.3005 J/m². The formula of section 2 gives an intercept of 0.468905 eV, against 0.468903 eV from the five-slab fit.

Three errors remain.

*Slabs that are too thin.* The remainder r_N enters the intercept. Fitting N = 1, 2 and 3 gives 0.319 J/m², about 6% above the result from thicker slabs. Here κ = 0.881, so the decay length a/(2κ) is 0.14 nm and a few more layers suffice. Diagonalization at c = 0 for N = 6 and 10, allowing for the power-law factor, gives κ = 0.884. A smaller gap or larger hopping would require thicker slabs.

*Errors that differ between slabs.* If each energy has independent noise of standard deviation s, the intercept has variance s²Σw_N². The cross term vanishes because Σ(N−N̄) = 0, leaving

standard deviation = s√(1/n + N̄²/S).

For N = 6, 8, 10, 12 and 14, N̄ = 10 and S = 40. Noise of 5 meV becomes 5 × √(0.2 + 2.5) = 8.2 meV in the intercept, or 0.005 J/m² in γ. One slab with a matched, noise-free reference would carry 0.003 J/m². Fitting thus trades a systematic drift for some amplification of noise, which a wider range of thickness reduces.

*Errors in the surface term itself.* Slab settings that misdescribe the surface leave a finite error in γ. The 0.05% mesh error above is a small example. An unsuitable density functional could leave a much larger one, and a perfectly straight line would not reveal it.

**5. The polar slab: a linear term that is physical**

A ferroelectric slab with polarization P normal to its faces departs from the starting assumptions. Let its thickness be d, hold P fixed, and describe the remaining response by relative permittivity ε_r. Let p be the induced polarization and σ the charge per area transferred between the faces. Moving this charge costs σV_g, where V_g is the gap divided by the elementary charge. Without electrodes, the energy per area is

W = d[p²/(2ε₀(ε_r−1)) + (P+p−σ)²/(2ε₀)] + σV_g.

Setting ∂W/∂p = 0 gives p = −(P−σ)(ε_r−1)/ε_r, hence P + p − σ = (P−σ)/ε_r. The two terms in the bracket then add to

(P−σ)²[(ε_r−1) + 1]/(2ε₀ε_r²) = (P−σ)²/(2ε₀ε_r).

While σ = 0, W = dP²/(2ε₀ε_r), which is linear in thickness. A zero-field bulk reference lacks this energy, so γ_sep drifts even when all numerical settings match.

Charge begins to transfer when the voltage across the slab reaches V_g, at

d_c = ε₀ε_rV_g/P.

Beyond d_c, ∂W/∂σ = 0 gives σ = P − ε₀ε_rV_g/d. Substitution yields

W = ε₀ε_rV_g²/(2d) + PV_g − ε₀ε_rV_g²/d
 = PV_g − ε₀ε_rV_g²/(2d).

Its slope, ε₀ε_rV_g²/(2d²), is (d_c/d)² times the initial slope. One straight line can no longer describe slabs on both sides of d_c.

For rough hafnia values P = 50 µC/cm² and ε_r = 30, with V_g = 6 V, the field is about 19 MV/cm and d_c is about 3.2 nm. Below d_c the drift is 0.059 J/m² per layer, about 46 times that of the 1% strain in the model lattice. That lattice is soft, with C11 + C12 near 100 GPa, while hafnia is several times stiffer; at 600 GPa the strain drift would be about 0.0075 J/m² per layer and the ratio about 8. The fitting range of section 4 runs from 1.5 to 3.5 nm and would already cross d_c. If every slab is thinner than d_c, a fit does remove the drift, but its slope then describes bulk in the depolarizing field rather than zero-field bulk. The intercept also carries field energy unless d is exactly proportional to N: taking d = (N−1)a instead of Na moves the fitted γ by −0.059 J/m².

**6. Weighing the contributions for a real film**

At 10 nm, the coarse mesh shifts the model's γ by +0.018 J/m², the unmatched dense mesh by −0.021 J/m², and the strain by +0.052 J/m². Fit noise of 0.005 J/m² is smaller than any of these. An unscreened polarization would matter far more: below d_c, each layer adds 0.059 J/m², more than any of these shifts. Beyond d_c the drift weakens, to about 0.006 J/m² per layer at 10 nm, but by then the accumulated shift W/2 is about 1.3 J/m². The strain shift is that of the soft model lattice; with C11 + C12 of 600 GPa it would be about 0.3 J/m² at 10 nm.

The gap, layer spacing and thickness are in the rough regime of hafnia, but the surface energy is not a prediction for it. Values of order 1 J/m² are more typical of such oxides, so 0.30 J/m² is low. For the same mismatch per area, a γ of 1 J/m² would let the film grow about three times thicker before the drift reached a tenth of γ. The model omits long-range electrostatics and self-consistent charge flow, whose effect on γ is not estimated here. Relaxing the outer layer spacing of an eight-layer slab changes it by −0.4% and γ by −0.0002 J/m²; real oxide surfaces, with more ways to distort, can relax far more. Thermal excitation across the gap is negligible at 300 K, where the gap is 116 times 2kT.

A slab with fixed polarization and no electrodes is a poor description of a real capacitor. The estimated field is far above hafnia's rough coercive field of 1 to 2 MV/cm, and also above the several MV/cm at which typical films break down. Linear response is doubtful at such a field. Electrode screening, domains or a reduced polarization would lower the field energy. Below d_c, the model's field energy scales as the square of the unscreened polarization. If 90% of the polarization were screened at every thickness, d_c would rise tenfold to about 32 nm, so a 10 nm film would stay below it. The drift is then about 0.0006 J/m² per layer, a hundredth of the unscreened value below d_c and again comparable with the mesh mismatches. The fixed percentage is a simplification: with electrodes of fixed screening length, the unscreened share shrinks as the film thickens, so the drift fades with thickness and the estimate of d_c does not carry over. The screening charge also stores energy, which the estimate above omits. For electrodes that screen 90% at 10 nm, the drift is 0.0006 J/m² per layer there but about 0.006 at 2.5 nm, and the accumulated shift at 10 nm is about 0.24 J/m², ten times the mesh shifts. The full set of values is in the numerical output.

Computed results

```
gap 6.0 eV, hopping 1.5 eV, spacing 0.25 nm
cell area A = 0.1250 nm^2, repulsion per bond = 0.1532 eV
slab in-plane mesh 6 x 6; total energies per surface cell:
  N =  6: E_N = -47.951858 eV
  N =  8: E_N = -64.092111 eV
  N = 10: E_N = -80.232365 eV
  N = 12: E_N = -96.372619 eV
  N = 14: E_N = -112.512873 eV
fit slope = -8.070127 eV per layer
matched bulk, 6x6x64 mesh = -8.070127 eV per layer
fit intercept = 0.468903 eV
intercept from closed formula = 0.468905 eV
fitted gamma, 6x6 slabs = 0.30051 J/m^2
fitted gamma, 24x24 slabs = 0.30037 J/m^2
fitted gamma, strained slabs = 0.29979 J/m^2
gamma from fit to N=1,2,3 = 0.31874 J/m^2
references: coarse kz = 6x6x6 bulk; dense = 24x24x24 bulk;
  strain = unstrained bulk, slab strained 1.0 %
apparent gamma in J/m^2:
  N   nm     matched  coarse kz  dense    strain
   4   1.0   0.30048   0.30229   0.29836   0.30492
   8   2.0   0.30051   0.30413   0.29628   0.31011
  16   4.0   0.30051   0.30776   0.29205   0.32043
  24   6.0   0.30051   0.31139   0.28782   0.33075
  40  10.0   0.30051   0.31864   0.27936   0.35139
coarse kz: e_s - e_ref = 0.7074 meV per layer, drift = 0.4533 mJ/m^2 per layer
dense: e_s - e_ref = -0.8251 meV per layer, drift = -0.5288 mJ/m^2 per layer
strain: e_s - e_ref = 2.0531 meV per layer, drift = 1.2898 mJ/m^2 per layer
coarse kz: drift reaches 10 % of gamma at 16.57 nm
dense: drift reaches 10 % of gamma at 14.21 nm
strain: drift reaches 10 % of gamma at 5.81 nm
kappa: formula 0.8814, from slabs 0.8841 per layer
remainder decay length = 0.1418 nm
slab noise 5.0 meV: intercept noise 8.22 meV (sampled 8.19)
  resulting gamma noise = 0.0053 J/m^2
outer spacing relaxes by -0.41 %
relaxation changes gamma by -0.00021 J/m^2
gap/(2 kT) at 300 K = 116.0
rough polar case: P = 50 uC/cm2, eps = 30
depolarizing field = 18.8 MV/cm
polar drift of gamma = 58.8 mJ/m^2 per layer
voltage reaches the gap at d_c = 3.19 nm
slope at 2 d_c / initial slope = 0.250
```
